# The diagonal Born–Oppenheimer correction from overlaps at displaced geometries, part 1

(Sections cited here and not found follow in the second part.)

For LiH at the Hartree–Fock level in the cc-pVDZ basis, at a bond length of 3.0 bohr, let \(S\) be the overlap of the electronic wavefunctions at two geometries in which the Li nucleus lies \(h/2\) to either side of its reference position along the bond. As \(h\to0\) the quotient \((1-S)/h^2\) should tend to 2.44783131 bohr\(^{-2}\), a value known from an analytic calculation. In double precision it misses this value by \(-6.5\times10^{-4}\) bohr\(^{-2}\) at \(h=10^{-2}\) bohr, by \(-7.4\times10^{-8}\) at \(h=10^{-4}\), and by \(-6.8\times10^{-4}\) at \(h=10^{-6}\). The error falls as \(h^2\), turns near \(10^{-4}\) bohr and rises again. If one spin component of the determinant is given the opposite sign at one of the two geometries, a quotient of 0.17 bohr\(^{-2}\) for the H nucleus at a step of 0.005 bohr becomes 79999.8, close to \(2/h^2\).

## The quantity to be computed

Hartree atomic units are used. Let \(x\) be one space-fixed Cartesian coordinate of a nucleus of mass \(M\), and \(\psi(x)\) a normalised, non-degenerate electronic state. A prime is \(\partial/\partial x\) with the electron coordinates held fixed. Normalisation makes \(\langle\psi|\psi'\rangle\) imaginary, \(\langle\psi|\psi'\rangle=iA\) with \(A\) real, and differentiating this gives \(\langle\psi|\psi''\rangle=iA'-\langle\psi'|\psi'\rangle\). The nuclear kinetic energy acting on a product \(\chi(x)\psi(x)\), projected on \(\psi\), is
\[
-\frac{1}{2M}\left[\chi''+2iA\chi'+\left(iA'-\langle\psi'|\psi'\rangle\right)\chi\right]
=-\frac{1}{2M}(\partial_x+iA)^2\chi+\frac{g}{2M}\chi ,
\]
\[
g=\langle\psi'|\psi'\rangle-|\langle\psi|\psi'\rangle|^2 ,
\]
because \((\partial_x+iA)^2\chi=\chi''+2iA\chi'+iA'\chi-A^2\chi\). The term \(g/2M\), summed over all \(3N\) nuclear coordinates, is the diagonal Born–Oppenheimer correction to the potential. For real \(\psi\), \(A=0\). Differentiating \(H\psi=E_0\psi\) and projecting on another eigenstate \(n\) gives \(\langle n|\psi'\rangle=\langle n|H'|\psi\rangle/(E_0-E_n)\), so that
\[
g=\sum_{n\ne0}\frac{|\langle n|H'|\psi\rangle|^2}{(E_n-E_0)^2}.
\]
This form serves as an overlap-free reference in matrix models. The estimator is \(D(h)=(1-|S|)/h^2\), and each coordinate contributes \(D/M\). Here \(h\) is the full separation of the two geometries; for geometries at \(x\pm h\) the denominator is \((2h)^2\).

## Step-size error

Take \(\psi\) real with a continuous sign, and smooth enough that the inner products below exist. Write \(\langle m|n\rangle\) for the inner product of the \(m\)-th and \(n\)-th derivatives, so that \(g=\langle1|1\rangle\), and set \(k=\langle2|2\rangle\). The rule \(\langle m|n\rangle'=\langle m{+}1|n\rangle+\langle m|n{+}1\rangle\), applied repeatedly to \(\langle0|0\rangle=1\) and to \(g\), gives
\[
\langle0|1\rangle=0,\qquad \langle0|2\rangle=-g,\qquad \langle1|2\rangle=\tfrac12 g',
\]
\[
\langle0|3\rangle=\langle0|2\rangle'-\langle1|2\rangle=-\tfrac32g',\qquad
\langle1|3\rangle=\langle1|2\rangle'-k=\tfrac12g''-k,
\]
\[
\langle0|4\rangle=\langle0|3\rangle'-\langle1|3\rangle=k-2g''.
\]

One-sided overlap. Taylor expansion of the ket gives \(\langle\psi(x)|\psi(x+h)\rangle=\sum_n h^n\langle0|n\rangle/n!\), hence
\[
D_+(h)=\frac g2+\frac{g'}{4}h-c_3h^2+\dots,\qquad c_3=\frac{k-2g''}{24}.
\]
The first-order term equals \(\tfrac12 g'\cdot\tfrac h2\): the overlap measures \(g/2\) at the midpoint of the interval. The mean of the values for \(+h\) and \(-h\) removes the odd terms and leaves \(g/2-c_3h^2\).

Centred overlap. With \(a=h/2\),
\[
S=\langle\psi(x-a)|\psi(x+a)\rangle=\sum_{m,n}\frac{(-1)^m a^{m+n}}{m!\,n!}\langle m|n\rangle .
\]
For odd \(m+n\) the terms \((m,n)\) and \((n,m)\) have opposite signs and cancel. The coefficient of \(a^2\) is \(2\cdot\tfrac12\langle0|2\rangle-\langle1|1\rangle=-2g\). The coefficient of \(a^4\) is
\[
\frac{2\langle0|4\rangle}{24}-\frac{2\langle1|3\rangle}{6}+\frac{k}{4}
=\frac{k-2g''}{12}-\frac{g''-2k}{6}+\frac k4=\frac{2k-g''}{3}.
\]
With \(a^2=h^2/4\) and \(a^4=h^4/16\),
\[
D(h)=\frac g2-ch^2+O(h^4),\qquad c=\frac{2k-g''}{48}.
\]
The centred form reaches second order with two wavefunctions. Related estimators follow from \(w=1-S=gh^2/2-ch^4\). Since \((1-S^2)/2=w-w^2/2\), \(-\ln S=w+w^2/2+\dots\) and \(w^2/2=g^2h^4/8+\dots\), the quantity \((1-S^2)/2h^2\) has \(c+g^2/8\) in place of \(c\), and \(-\ln S/h^2\) has \(c-g^2/8\).

The program tests these five coefficients in 60-digit arithmetic on the lowest state of a real \(4\times4\) matrix quadratic in \(x\), at \(x=0.25\). There \(g=0.41530521\), \(g'=0.30392024\) and \(g''=-3.53526627\) come from the sum over states, and \(k=0.66290362\) from second differences of the eigenvector. The formulas give \(c=(1.32580724+3.53526627)/48=0.10127236\) and \(c_3=(0.66290362+7.07053254)/24=0.32222651\), and the overlaps reproduce both to the eight decimals printed, as they do 0.12283217 and 0.07971256 for the two related forms. The measured one-sided slope 0.07597684 lies \(3.2\times10^{-6}\) below \(g'/4=0.07598006\), which is the next term \(-c_3h\) at the step \(10^{-5}\) used.

Richardson extrapolation, \(R(h)=[4D(h/2)-D(h)]/3\), multiplies a term \(bh^p\) of \(D\) by \((4\cdot2^{-p}-1)/3\). The factor is 1 for \(p=0\), 0 for \(p=2\), \(-1/6\) for \(p=3\) and \(-1/4\) for \(p=4\).

## The hydrogen atom and the cusp

The Taylor argument for an even series holds only up to the order at which the inner products exist. For the hydrogen ground state \(\psi=\pi^{-1/2}e^{-|\mathbf r-\mathbf R|}\), prolate spheroidal coordinates \(\xi,\nu\) about two centres a distance \(h>0\) apart have \(r_a+r_b=h\xi\) and volume element \((h/2)^3(\xi^2-\nu^2)\,d\xi\,d\nu\,d\phi\). Integration over \(\phi\) and over \(\nu\in[-1,1]\) leaves
\[
S=\frac{h^3}{4}\int_1^\infty\left(2\xi^2-\tfrac23\right)e^{-h\xi}d\xi
=\frac{h^3}{4}e^{-h}\left(\frac{4}{3h}+\frac{4}{h^2}+\frac{4}{h^3}\right)=e^{-h}\left(1+h+\frac{h^2}{3}\right),
\]
using \(\int_1^\infty\xi^2e^{-h\xi}d\xi=e^{-h}(h^{-1}+2h^{-2}+2h^{-3})\). Quadrature at \(h=0.7\) gives 0.9253039494, in agreement. Multiplying out the series, the coefficients of \(h^2,\dots,h^5\) in \(S\) are \(\tfrac12-1+\tfrac13=-\tfrac16\), \(-\tfrac16+\tfrac12-\tfrac13=0\), \(\tfrac1{24}-\tfrac16+\tfrac16=\tfrac1{24}\) and \(-\tfrac1{120}+\tfrac1{24}-\tfrac1{18}=-\tfrac1{45}\). Therefore
\[
D(h)=\frac16-\frac{h^2}{24}+\frac{h^3}{45}+\dots
\]
The state translates rigidly, so \(\psi'=-\partial_z\psi\), \(g''=0\), \(g=\langle p_z^2\rangle=\langle p^2\rangle/3\) and \(k=\langle p_z^4\rangle=\langle p^4\rangle/5\), the factors being the spherical means of \(\cos^2\theta\) and \(\cos^4\theta\). The Fourier transform of the state is \((2\pi)^{-3/2}\pi^{-1/2}(4\pi/p)\int_0^\infty r\sin(pr)e^{-r}dr=2\sqrt2/[\pi(1+p^2)^2]\), using \(\int_0^\infty r\sin(pr)e^{-r}dr=2p/(1+p^2)^2\). Its square times \(4\pi p^2\) is the radial momentum density \(32p^2/[\pi(1+p^2)^4]\), and quadrature with it gives \(g=1/3\) and \(k=1\), so \(g/2=1/6\) and \(c=k/24=1/24\), as found. The next even order needs \(\langle p^6\rangle\). Its integrand tends to the constant \(32/\pi\), so the moment diverges linearly with the cutoff, as the program confirms. The fifth order already fails: the integrand of \(\langle|p|^5\rangle\) falls as \(32/(\pi p)\), so that moment diverges logarithmically. The Taylor argument, with its cancellation of odd terms, therefore holds only through \(h^4\) in \(S\), and the odd power \(h^5\) appears at the next order. Richardson extrapolation leaves \(-\tfrac16\cdot h^3/45=-h^3/270\); the computed remainder at \(h=10^{-3}\) is \(-3.702\times10^{-3}h^3\).

The three coordinates sum to \(3g/2M=1/2M=2.723085\times10^{-4}\) hartree, or 59.765 cm\(^{-1}\), for the proton mass 1836.1527. The non-relativistic energy \(-M/[2(M+1)]\) lies above \(-\tfrac12\) by \(1/[2(M+1)]=1/2M-1/2M^2+\dots=2.721603\times10^{-4}\) hartree. The diagonal correction is the first-order part of this reduced-mass shift, and the difference \(1.48\times10^{-7}\) hartree is the \(1/2M^2\) term.

## Sign and phase

An eigensolver returns each state with an arbitrary sign or phase, chosen separately at each geometry. With a relative minus sign, \(1-S=1+|S|\) and the quotient is \((1+|S|)/h^2\approx2/h^2\), which carries no information on \(g\) at leading order. The modulus removes any such factor. For complex states the one-sided expansion is \(S=1+iAh+\tfrac12h^2(iA'-\langle\psi'|\psi'\rangle)+\dots\), so
\[
|S|^2=1-h^2\langle\psi'|\psi'\rangle+A^2h^2+O(h^3)=1-gh^2+O(h^3),
\]
and \(1-|S|\to gh^2/2\) with the gauge-invariant \(g\). The real part of \(S\) would give \(1-\operatorname{Re}S\to\langle\psi'|\psi'\rangle h^2/2\) with \(\langle\psi'|\psi'\rangle=g+A^2\) in place of \(g\), which depends on the phase convention. For the centred overlap \(S(-h)=S(h)^*\), so \(|S|\) is even in \(h\) and the error is \(O(h^2)\) for a smooth state. In a complex Hermitian model with random phases and \(g/2=0.17609496\), the errors are \(-1.221\times10^{-5}\) at \(h=0.02\) and \(-3.053\times10^{-6}\) at \(h=0.01\), in the ratio 4.0.

For two Slater determinants built from orthonormal orbitals, one antisymmetriser may be moved onto the other, which leaves \(\sum_P(-1)^P\prod_i\langle\phi^-_i|\phi^+_{P(i)}\rangle\), the determinant of the orbital overlaps. For orbitals of pure spin \(\alpha\) or \(\beta\) along the same axis at both geometries, overlaps between opposite spins vanish, so the matrix is block diagonal and
\[
S=d_\alpha d_\beta,\qquad d_\sigma=\det\!\left(C_{-,\sigma}^{T}\,s\,C_{+,\sigma}\right),
\]
where \(C_{\pm,\sigma}\) holds the occupied coefficients and \(s_{\mu\nu}=\langle\chi_\mu^-|\chi_\nu^+\rangle\) is the overlap of basis functions at the two geometries. An orthogonal mixing \(O\) of the occupied orbitals multiplies \(d_\sigma\) by \(\det O=\pm1\), so individual orbitals need not be matched or ordered. When both spins use the same real matrix of occupied coefficients, as in a closed shell, \(S=d^2\ge0\) and the sign cannot go wrong. It can when the occupied coefficient matrices of the two spins differ, as in any open shell, or when the orbitals are complex, where \(C^T\) becomes \(C^\dagger\) and \(d^2\) may carry any phase.

The modulus is a valid repair of the sign if both geometries deliver the same state and \(h\sqrt g\ll1\) at every point of the interval, not only at its centre. The two-state model \(H=\begin{pmatrix}-ax&V\\V&ax\end{pmatrix}\) shows what a step that breaks this condition does to the quotient. For \(V>0\) the angle \(\theta\) defined next stays between 0 and \(\pi/2\), so the overlap with continuous sign is positive for every step; the modulus remains correct here, and the error is that of a step too long. With \(ax=\rho\cos2\theta\), \(V=\rho\sin2\theta\) and \(\rho>0\), direct multiplication shows that \((\cos\theta,-\sin\theta)\) has eigenvalue \(-\rho\). Then \(2\theta=\pi/2-\arctan(ax/V)\), and with \(u=a/2V\), \(g=\theta'^2=u^2/(1+4u^2x^2)^2\). Between \(x=\pm h/2\) the angle \(2\theta\) changes by \(2\arctan(uh)\), so
\[
S=\cos\arctan(uh)=(1+u^2h^2)^{-1/2}=1-\tfrac12u^2h^2+\tfrac38u^4h^4-\dots
\]
For \(a=0.1\), \(V=0.001\), \(u=50\) bohr\(^{-1}\) and \(g/2=1250\) bohr\(^{-2}\) at \(x=0\). At \(h=0.002\), \(|S|=0.995037\) and \(D=1240.70\), low by 0.7% of \(g/2\), as \(\tfrac38u^4h^2=9.4\) suggests. At \(h=0.1\), \(|S|=0.196116\) and \(D=80.39\). Since \(|S|\ge0\), \(D\) cannot exceed \(1/h^2\), here 100. An overlap far from 1 shows that the step is too long or that the state has changed. The converse does not hold, because \(g\) may vary strongly across the interval while the total change of the state stays small. With \(V=10^{-4}\), \(u=500\) bohr\(^{-1}\), \(x=0.05\) and \(h=0.08\), the angle \(\theta\) changes by \(\tfrac12(\arctan90-\arctan10)=0.0443\), so \(|S|=0.99902\) and \(D=0.153\), while \(g/2=0.020\) at the centre. Here \(h\sqrt g\) is 0.016 at the centre and 0.40 at \(x=0.01\). With \(k=\theta''^2+\theta'^4\approx64\) and \(g''\approx320\), \(c\approx-4\) and \(-ch^2\approx0.026\), only a fifth of the error 0.133; the rest comes from higher orders.

## Imperfectly converged states

Let the computed states be \((\psi_\pm+\delta\chi_\pm)/\sqrt{1+\delta^2}\), with unit vectors \(\chi_\pm\perp\psi_\pm\), all real. The computed overlap differs from \(S\) by
\[
\Delta S=\frac{\delta\left(\langle\chi_-|\psi_+\rangle+\langle\psi_-|\chi_+\rangle\right)+\delta^2\left(\langle\chi_-|\chi_+\rangle-S\right)}{1+\delta^2}.
\]
Because \(\psi_+-\psi_-=h\psi'+O(h^3)\), orthogonality gives \(\langle\chi_-|\psi_+\rangle=h\langle\chi_-|\psi'\rangle\) and \(\langle\psi_-|\chi_+\rangle=-h\langle\psi'|\chi_+\rangle\) to that order. With \(\Delta D=-\Delta S/h^2\) and \(S\approx1\),
\[
\Delta D\approx\frac{\delta}{h}\langle\chi_+-\chi_-|\psi'\rangle+\frac{\delta^2}{h^2}\left(1-\langle\chi_+|\chi_-\rangle\right).
\]
By the Cauchy–Schwarz inequality the first term is at most \(2\delta\sqrt g/h\) in size, and the second at most \(2\delta^2/h^2\). Both bounds are small beside \(g/2\) if \(\delta\ll h\sqrt g\). For \(h\sqrt g\ll1\) this sufficient condition is much weaker than the \(\delta\ll gh^2\) that an error of size \(\delta\) in \(S\) itself would require. In the matrix model with \(\delta=10^{-4}\), \(h=10^{-3}\) and unrelated \(\chi_\pm\), the two terms sum to \(-0.0669073+0.0131508=-0.0537565\), and the direct change is \(-0.0537565\). If the error varies smoothly with \(x\), then \(\chi_+-\chi_-=O(h)\) and \(1-\langle\chi_+|\chi_-\rangle=O(h^2)\), so \(\Delta D=O(\delta)\); the same test then gives \(4.0\times10^{-6}\).

This part has derived the step-size error of the overlap estimator, shown when the modulus repairs an arbitrary sign or phase, and bounded the effect of state errors orthogonal to the wavefunction. What remains is the rounding error and the choice of step it implies, an analytic Hartree–Fock reference, and the worked LiH example.
